# Correct Canonical Sampling, Wrong Diffusion: Andersen Collisions and Global Rescaling: verification in Python

```python
"""Canonical sampling does not guarantee correct dynamics.
Result under test: Andersen collisions (rate nu per particle) turn the free
velocity autocorrelation T/m into (T/m) exp(-nu t), so D = T/(m nu).
Stochastic global rescaling (relaxation time tau = 1/nu) keeps the normalized
free correlation above
  (2/Nf) [Gamma((Nf+1)/2)/Gamma(Nf/2)]^2, about 1 - 1/(2 Nf),
and hardly changes diffusion in a scattering model or an interacting fluid.
The rule 1/D = 1/D0 + m nu/T for Andersen collisions holds for memoryless
scatterers and fails in the dense fluid; both statements are tested.
T: temperature as an energy, m: mass, Nf: number of degrees of freedom,
K: kinetic energy, D: diffusion coefficient, D0: D without thermostat,
C: velocity autocorrelation (VACF), C0: C without thermostat.
Units: eV, angstrom, fs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.special import gammaln

rng = np.random.default_rng(2024)
mass_u = 30.0
mass = mass_u * const.atomic_mass * 1e10 / const.e   # eV fs^2 / angstrom^2
T = 0.1
nu = 0.02
tau = 1.0 / nu
v_thermal = np.sqrt(T / mass)
D_free = T / (mass * nu)
to_cm2_s = (const.angstrom * 100) ** 2 / const.femto

print(f"mass = {mass_u:.0f} u; temperature T = {T:.2f} eV")
print(f"collision rate nu = {nu:.3f} 1/fs; tau = {tau:.0f} fs")
print(f"thermal velocity sqrt(T/m) = {v_thermal:.6f} angstrom/fs")
print(f"free particle, Andersen: D = T/(m nu) = {D_free:.6f} angstrom^2/fs")
print(f"  the same D = {D_free * to_cm2_s:.3e} cm^2/s")


# ---- Andersen particles followed from collision to collision ----
def andersen_events(t_end, omega=0.0, count=200000):
    """Free (omega = 0) or harmonic particle; returns VACF and MSD."""
    v = v_thermal * rng.standard_normal(count)
    x = np.zeros(count)
    if omega > 0:
        x = v_thermal / omega * rng.standard_normal(count)
    v_start, x_start = v.copy(), x.copy()
    remaining = np.full(count, float(t_end))
    while np.any(remaining > 0):
        wait = rng.exponential(1 / nu, count)
        flight = np.minimum(wait, remaining)
        if omega > 0:
            cs, sn = np.cos(omega * flight), np.sin(omega * flight)
            x, v = x * cs + v * sn / omega, v * cs - omega * x * sn
        else:
            x = x + v * flight
        collided = wait < remaining
        v[collided] = v_thermal * rng.standard_normal(collided.sum())
        remaining = remaining - flight
    vacf = np.mean(v_start * v) / v_thermal ** 2
    return vacf, np.mean((x - x_start) ** 2)


print("free particle with Andersen collisions, simulated | formula:")
for t in (25.0, 50.0, 100.0, 300.0):
    vacf, msd = andersen_events(t)
    vacf_formula = np.exp(-nu * t)
    msd_formula = 2 * D_free * (t - (1 - np.exp(-nu * t)) / nu)
    assert abs(vacf - vacf_formula) < 0.012      # about 5 standard errors
    assert abs(msd / msd_formula - 1) < 0.03     # sampling noise
    print(f"  t={t:.0f} fs: C(t)/C(0) {vacf:.4f} | {vacf_formula:.4f}; "
          f"MSD {msd:.4f} | {msd_formula:.4f} angstrom^2")

omega, t = 0.05, 50.0
vacf, _ = andersen_events(t, omega)
W = np.sqrt(omega ** 2 - nu ** 2 / 4)
damped = np.exp(-nu * t / 2) * (np.cos(W * t) - nu / (2 * W) * np.sin(W * t))
naive = np.exp(-nu * t) * np.cos(omega * t)
assert abs(vacf - damped) < 0.012
assert abs(vacf - naive) > 0.1
print(f"harmonic particle, w = {omega:.2f} 1/fs, t = {t:.0f} fs, C(t)/C(0):")
print(f"  simulated {vacf:.4f}; damped-oscillator formula {damped:.4f}")
print(f"  wrong rule exp(-nu t) cos(wt) {naive:.4f}")


# ---- global rescaling and the elastic-scattering model ----
def plateau(nf):
    return 2 / nf * np.exp(2 * (gammaln((nf + 1) / 2) - gammaln(nf / 2)))


def rescale_factor(kinetic, nf, step):
    """Common positive velocity factor from a trial Ornstein-Uhlenbeck step."""
    c = np.exp(-step / tau)
    r = rng.standard_normal(kinetic.shape)
    rest = rng.chisquare(nf - 1, kinetic.shape)
    shifted = r + np.sqrt(2 * c * kinetic / ((1 - c) * T))
    return np.sqrt(0.5 * T * (1 - c) * (shifted ** 2 + rest) / kinetic)


def two_particle_run(thermostat, scatter_rate, start_scale=1.0):
    """30000 systems of two particles; returns VACF, mean K and final v."""
    systems, h, steps = 30000, 5.0, 60
    v = start_scale * v_thermal * rng.standard_normal((systems, 2, 3))
    v_start = v.copy()
    norm = np.mean(v_start ** 2)
    vacf, kin = [1.0], [0.5 * mass * np.sum(v ** 2) / systems]
    for _ in range(steps):
        if scatter_rate > 0:
            hit = rng.random((systems, 2)) < 1 - np.exp(-scatter_rate * h)
            u = rng.standard_normal(v.shape)
            speed2 = np.sum(v ** 2, axis=2) / np.sum(u ** 2, axis=2)
            v = np.where(hit[..., None], u * np.sqrt(speed2)[..., None], v)
        if thermostat == "andersen":
            hit = rng.random((systems, 2)) < 1 - np.exp(-nu * h)
            fresh = v_thermal * rng.standard_normal(v.shape)
            v = np.where(hit[..., None], fresh, v)
        if thermostat == "global":
            k_now = 0.5 * mass * np.sum(v ** 2, axis=(1, 2))
            v = v * rescale_factor(k_now, 6, h)[:, None, None]
        vacf.append(np.mean(v_start * v) / norm)
        kin.append(0.5 * mass * np.sum(v ** 2) / systems)
    return np.array(vacf), np.array(kin), v


print("cold start at T/4, free particles, Nf = 6:")
for name in ("andersen", "global"):
    _, kin, v = two_particle_run(name, 0.0, start_scale=0.5)
    left = (kin[10] - 3 * T) / (kin[0] - 3 * T)       # after 50 fs
    k_end = 0.5 * mass * np.sum(v ** 2, axis=(1, 2))
    var_ratio = np.var(k_end) / (3 * T ** 2)
    kurtosis = np.mean(v ** 4) / np.mean(v ** 2) ** 2
    assert abs(left - np.exp(-nu * 50)) < 0.03
    assert abs(np.mean(k_end) / (3 * T) - 1) < 0.02
    assert abs(var_ratio - 1) < 0.07 and abs(kurtosis - 3) < 0.08
    print(f"  {name}: K deviation left at 50 fs {left:.3f}; at 300 fs "
          f"var(K)/canonical {var_ratio:.3f}, <v^4>/<v^2>^2 {kurtosis:.3f}")
print(f"  expected deviation left exp(-1) = {np.exp(-1):.3f}")

vacf_global, _, _ = two_particle_run("global", 0.0)
assert abs(vacf_global[-1] - plateau(6)) < 0.008
assert np.all(vacf_global > plateau(6) - 0.008)
assert np.all(vacf_global < 1.008)
for nf in (6, 93, 300):
    assert abs(plateau(nf) - (1 - 1 / (2 * nf))) < 1 / nf ** 2
print(f"free, global rescaling, Nf=6: C(t)/C(0) at 50 fs "
      f"{vacf_global[10]:.4f}, at 300 fs {vacf_global[-1]:.4f}")
print(f"  plateau formula: Nf=6 {plateau(6):.4f}; Nf=93 {plateau(93):.5f}")

lam = 0.02
times = 5.0 * np.arange(61)
print(f"scattering model, lambda = {lam:.2f} 1/fs, Nf = 6, D/D0:")
ratio = {}
for name in ("none", "andersen", "global"):
    vacf, _, _ = two_particle_run(name, lam)
    ratio[name] = lam * simpson(vacf, x=times)
    print(f"  thermostat {name}: {ratio[name]:.3f}")
print(f"  Andersen formula lambda/(lambda+nu) = {lam / (lam + nu):.3f}")
assert abs(ratio["none"] - 1) < 0.04                 # noise and finite time
assert abs(ratio["andersen"] - lam / (lam + nu)) < 0.03
assert plateau(6) - 0.04 < ratio["global"] < 1.04

# ---- interacting fluid: replicas of a periodic cell ----
replicas, n_part, eps, d = 16, 32, 4.0, 3.0
box = d * n_part ** (1 / 3)                          # density 1/d^3
dt, stride, n_steps = 2.5, 4, 3500
nf_fluid = 3 * n_part - 3


def forces(x):
    """Forces and potential energy for eps (1 - r^2/d^2)^3 inside r < d."""
    dx = x[:, :, :, None] - x[:, :, None, :]
    dx -= box * np.rint(dx / box)
    w = np.maximum(1 - np.sum(dx * dx, axis=1) / d ** 2, 0)
    w2 = w * w
    f = 6 * eps / d ** 2 * np.sum(w2[:, None] * dx, axis=3)
    potential = 0.5 * eps * (np.sum(w2 * w, axis=(1, 2)) - n_part)
    return f, potential


def fluid_run(x, v, thermostat, steps):
    x, v = x.copy(), v.copy()
    f, pot = forces(x)
    frames, pots, energies = [], [], []
    for step in range(steps):
        v += 0.5 * dt * f / mass
        x += dt * v
        f, pot = forces(x)
        v += 0.5 * dt * f / mass
        if thermostat == "andersen":
            hit = rng.random((replicas, 1, n_part)) < 1 - np.exp(-nu * dt)
            v = np.where(hit, v_thermal * rng.standard_normal(v.shape), v)
        elif thermostat == "global":
            k_now = 0.5 * mass * np.sum(v ** 2, axis=(1, 2))
            v *= rescale_factor(k_now, nf_fluid, dt)[:, None, None]
        if step % stride == 0:
            frames.append(v - v.mean(axis=2, keepdims=True))
            pots.append(pot)
            energies.append(pot + 0.5 * mass * np.sum(v ** 2, axis=(1, 2)))
    return x, v, np.array(frames), np.array(pots), np.array(energies)


lag_times = stride * dt * np.arange(61)              # up to 600 fs


def fluid_vacf(frames):
    """VACF per component, one column per replica, centre of mass removed."""
    vacf = []
    for lag in range(len(lag_times)):
        prod = frames[:len(frames) - lag] * frames[lag:]
        vacf.append(np.sum(prod, axis=(0, 2, 3))
                    / ((len(frames) - lag) * nf_fluid))
    return np.array(vacf)


def mean_and_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(replicas)


cell = box / 2
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
corners = np.array([[i, j, k] for i in (0, 1) for j in (0, 1) for k in (0, 1)])
lattice = cell * (corners[:, None] + basis[None]).reshape(-1, 3)
x = np.repeat(lattice.T[None], replicas, axis=0)
v = v_thermal * rng.standard_normal(x.shape)
x, v, _, _, _ = fluid_run(x, v, "andersen", 1500)
v -= v.mean(axis=2, keepdims=True)

shift = np.zeros_like(x)
shift[:, 0, 5] = 1e-4
slope = (forces(x + shift)[1] - forces(x - shift)[1]) / 2e-4
assert np.allclose(-slope, forces(x)[0][:, 0, 5], atol=1e-5)

print(f"fluid: {replicas} replicas of {n_part} particles, eps = {eps:.1f} eV, "
      f"d = {d:.1f} angstrom")
print(f"  cell edge {box:.3f} angstrom; time step {dt:.1f} fs; "
      f"run length {n_steps * dt:.0f} fs")
D, err, temp, mean_pot, correlation = {}, {}, {}, {}, {}
for name in ("none", "andersen", "global"):
    _, _, frames, pots, energies = fluid_run(x, v, name, n_steps)
    correlation[name] = fluid_vacf(frames)
    D[name], err[name] = mean_and_error(
        simpson(correlation[name], x=lag_times, axis=0))
    temp[name] = mass * np.sum(frames ** 2) / (len(frames) * replicas
                                               * nf_fluid)
    mean_pot[name] = pots.mean() / n_part
    if name == "none":
        wobble = np.max(np.abs(energies - energies[0])) / n_part
        assert wobble < 0.02 * T
        print(f"  largest energy error, no thermostat: {wobble:.1e} "
              "eV/particle")
    print(f"  {name}: kinetic T {temp[name]:.4f} eV, potential "
          f"{mean_pot[name]:.4f} eV/particle")
    print(f"    D = {D[name]:.6f} +- {err[name]:.6f} angstrom^2/fs "
          f"= {D[name] * to_cm2_s:.2e} cm^2/s")

print(f"  D/D(no thermostat): Andersen {D['andersen'] / D['none']:.3f}, "
      f"global {D['global'] / D['none']:.3f}")
for name in ("andersen", "global"):
    assert abs(temp[name] / T - 1) < 0.03
assert abs(mean_pot["andersen"] / mean_pot["global"] - 1) < 0.08
assert abs(D["global"] / D["none"] - 1) < 0.12       # about 3 standard errors
assert D["andersen"] / D["none"] < 0.65

# ---- two simple rules for Andersen diffusion, both failing in the fluid ----
additive = 1 / (1 / D["none"] + mass * nu / T)
additive_err = (additive / D["none"]) ** 2 * err["none"]
product = np.exp(-nu * lag_times)[:, None] * correlation["none"]
D_product, product_err = mean_and_error(simpson(product, x=lag_times, axis=0))
assert additive - D["andersen"] > 5 * np.hypot(additive_err, err["andersen"])
assert D_product - D["andersen"] > 5 * np.hypot(product_err, err["andersen"])
print("simple rules for the Andersen fluid, both too high:")
print(f"  1/(1/D0 + m nu/T) = {additive:.6f} +- {additive_err:.6f} "
      "angstrom^2/fs")
print(f"  integral of exp(-nu t) C0(t) = {D_product:.6f} +- "
      f"{product_err:.6f} angstrom^2/fs")
print(f"  simulated D / first rule = {D['andersen'] / additive:.3f}")

scaled = correlation["andersen"] / correlation["andersen"][0].mean()
lowest = int(np.argmin(scaled.mean(axis=1)))
depth, depth_err = mean_and_error(scaled[lowest])
product_low = np.min(product.mean(axis=1)) / product[0].mean()
print(f"  lowest C(t)/C(0), Andersen: {depth:.4f} +- {depth_err:.4f} "
      f"at {lag_times[lowest]:.0f} fs")
print(f"  lowest value of exp(-nu t) C0(t)/C0(0): {product_low:.5f}")
assert depth < -0.01 and depth < -4 * depth_err      # velocity reversal
assert product_low > -0.005                          # absent in the product
print("all tests passed")
```

Running it gives:

```
mass = 30 u; temperature T = 0.10 eV
collision rate nu = 0.020 1/fs; tau = 50 fs
thermal velocity sqrt(T/m) = 0.005671 angstrom/fs
free particle, Andersen: D = T/(m nu) = 0.001608 angstrom^2/fs
  the same D = 1.608e-04 cm^2/s
free particle with Andersen collisions, simulated | formula:
  t=25 fs: C(t)/C(0) 0.6080 | 0.6065; MSD 0.0172 | 0.0171 angstrom^2
  t=50 fs: C(t)/C(0) 0.3671 | 0.3679; MSD 0.0591 | 0.0592 angstrom^2
  t=100 fs: C(t)/C(0) 0.1322 | 0.1353; MSD 0.1820 | 0.1826 angstrom^2
  t=300 fs: C(t)/C(0) 0.0029 | 0.0025; MSD 0.8123 | 0.8044 angstrom^2
harmonic particle, w = 0.05 1/fs, t = 50 fs, C(t)/C(0):
  simulated -0.5435; damped-oscillator formula -0.5460
  wrong rule exp(-nu t) cos(wt) -0.2947
cold start at T/4, free particles, Nf = 6:
  andersen: K deviation left at 50 fs 0.370; at 300 fs var(K)/canonical 1.022, <v^4>/<v^2>^2 3.027
  global: K deviation left at 50 fs 0.369; at 300 fs var(K)/canonical 0.987, <v^4>/<v^2>^2 2.985
  expected deviation left exp(-1) = 0.368
free, global rescaling, Nf=6: C(t)/C(0) at 50 fs 0.9494, at 300 fs 0.9233
  plateau formula: Nf=6 0.9204; Nf=93 0.99464
scattering model, lambda = 0.02 1/fs, Nf = 6, D/D0:
  thermostat none: 1.000
  thermostat andersen: 0.498
  thermostat global: 0.961
  Andersen formula lambda/(lambda+nu) = 0.500
fluid: 16 replicas of 32 particles, eps = 4.0 eV, d = 3.0 angstrom
  cell edge 9.524 angstrom; time step 2.5 fs; run length 8750 fs
  largest energy error, no thermostat: 1.2e-04 eV/particle
  none: kinetic T 0.0989 eV, potential 0.0643 eV/particle
    D = 0.002729 +- 0.000102 angstrom^2/fs = 2.73e-04 cm^2/s
  andersen: kinetic T 0.0999 eV, potential 0.0655 eV/particle
    D = 0.000669 +- 0.000015 angstrom^2/fs = 6.69e-05 cm^2/s
  global: kinetic T 0.0999 eV, potential 0.0651 eV/particle
    D = 0.002672 +- 0.000040 angstrom^2/fs = 2.67e-04 cm^2/s
  D/D(no thermostat): Andersen 0.245, global 0.979
simple rules for the Andersen fluid, both too high:
  1/(1/D0 + m nu/T) = 0.001012 +- 0.000014 angstrom^2/fs
  integral of exp(-nu t) C0(t) = 0.001100 +- 0.000040 angstrom^2/fs
  simulated D / first rule = 0.662
  lowest C(t)/C(0), Andersen: -0.0646 +- 0.0015 at 110 fs
  lowest value of exp(-nu t) C0(t)/C0(0): 0.00000
all tests passed
```
